# Van Hove peak separation of twisted bilayer graphene from two Dirac cones

## The problem

Two graphene sheets lie on top of each other with a relative twist of $\theta=5^\circ$. Near one valley each sheet contributes a Dirac cone of velocity $v=10^6$ m/s. The cones are displaced in momentum, they cross, and tunnelling between the sheets opens a splitting where they cross. The tunnelling amplitude is $w=0.11$ eV and the lattice constant is $a=0.246$ nm.

Estimate the energy separation of the two van Hove peaks in the density of states that lie nearest the neutrality point, one above it and one below. Use one cone from each layer and a single tunnelling process between them.

## Setting up the model

The Dirac point of an unrotated sheet lies at a zone corner, at distance $K=4\pi/(3a)=17.028\ \mathrm{nm^{-1}}$ from the zone centre. Turning the layers by $+\theta/2$ and $-\theta/2$ moves their corners to the ends of a chord of a circle of radius $K$. The length of that chord is

$$\Delta K=2K\sin\frac{\theta}{2}=1.4855\ \mathrm{nm^{-1}} .$$

With $\hbar v=0.6582$ eV nm this corresponds to $\hbar v\,\Delta K=0.9778$ eV.

Measure the momentum $\mathbf k$ from the midpoint of the two Dirac points, with the $y$ axis along the line joining them, and define

$$x=\hbar v k_x,\qquad y=\hbar v k_y,\qquad e=\tfrac12\hbar v\,\Delta K=0.4889\ \mathrm{eV}.$$

All three are energies. Let the Pauli matrices $\sigma$ act on the sublattice and $\tau$ on the layer. The momentum relative to its own Dirac point is then $(x,\,y+e)$ in the first layer and $(x,\,y-e)$ in the second, in energy units.

Tunnelling conserves crystal momentum up to reciprocal lattice vectors of the layers. At the zone corner the three strongest processes have equal strength, and the model keeps one of them. With phases chosen suitably, that process has amplitude $w_0$ between like sublattices and $w_1$ between unlike ones. For rigid, flat layers $w_0=w_1=w$; it pays to keep the two symbols apart. The Hamiltonian is

$$H=x\sigma_x+y\sigma_y+e\,\sigma_y\tau_z+w_0\tau_x+w_1\sigma_x\tau_x .$$

The small rotation of the sublattice matrices by $\pm\theta/2$ is neglected here and is restored in a numerical comparison below.

Without tunnelling, the upper cones on the line $x=0$ have energies $|y+e|$ and $|y-e|$. They cross at the midpoint at energy $e$. Tunnelling splits this crossing, and the lower of the two resulting bands carries the van Hove point.

## A tempting solution

The two layers are equivalent, so the van Hove point should sit halfway between the Dirac points. Set $x=y=0$ and $w_0=w_1=w$:

$$H(0)=e\,\sigma_y\tau_z+w\tau_x+w\,\sigma_x\tau_x .$$

The last term commutes with the other two and has eigenvalues $\pm w$. The first two terms anticommute, so the square of their sum is $e^2+w^2$. The four levels are therefore

$$E=\pm w\pm\sqrt{e^2+w^2},$$

with independent signs. The lowest positive level is $\sqrt{e^2+w^2}-w$ and the highest negative level is its mirror image. The separation would be

$$2\left(\sqrt{0.4889^2+0.11^2}-0.11\right)\ \mathrm{eV}=0.782\ \mathrm{eV}.$$

The diagonalization is correct, and it even includes the coupling between the upper cone of one layer and the lower cone of the other. The number is nevertheless not the van Hove separation of this model.

## Where it fails

A van Hove singularity needs a stationary point of a band. The appeal to equivalent layers does not show that the midpoint is one, so the symmetries must be examined one at a time.

First, transform $H$ with $\sigma_x\tau_x$, which exchanges both the layers and the sublattices. Then $\sigma_y$ and $\tau_z$ each change sign, while $\sigma_x$ and $\tau_x$ do not. The term $e\sigma_y\tau_z$ is unchanged and $y\sigma_y$ becomes $-y\sigma_y$. Hence $E(x,y)=E(x,-y)$ for each band, and the slope along $y$ vanishes on the line $y=0$.

Second, transform with $\tau_y$. This reverses $\tau_x$ and $\tau_z$, so that

$$\tau_yH(x,y)\tau_y=x\sigma_x+y\sigma_y-e\sigma_y\tau_z-w_0\tau_x-w_1\sigma_x\tau_x=-H(-x,-y).$$

This relates the conduction band at $\mathbf k$ to the valence band at $-\mathbf k$. It does not relate the conduction band at $\mathbf k$ to the same band at $-\mathbf k$.

Neither relation removes the slope along $x$, the direction perpendicular to the line of Dirac points. The next section shows that this slope is $-w_0/\sqrt{e^2+w_0^2}$ at the midpoint, which is about $-0.22$ here. The midpoint lies on a hillside, and the stationary point is elsewhere.

## The right solution

**The line $y=0$.** Let $S=\sigma_x\tau_x$. It commutes with $\sigma_x$ and $\tau_x$. It also commutes with $\sigma_y\tau_z$, because the sublattice factors anticommute and the layer factors anticommute, and the two minus signs cancel. So $S$ is conserved on this line. Since $S^2=1$, its eigenvalues are $s=\pm1$.

In the sector with eigenvalue $s$ we have $\sigma_x\tau_x=s$. Multiplying by $\tau_x$ gives $\sigma_x=s\tau_x$, and the Hamiltonian becomes

$$H=s w_1+(w_0+s x)\,\tau_x+e\,\sigma_y\tau_z .$$

The last two matrices anticommute and each squares to one. Therefore

$$(H-s w_1)^2=e^2+(w_0+s x)^2,$$

$$E=s w_1\pm\sqrt{e^2+(w_0+s x)^2}.$$

Both signs occur in each sector, because the sector is two-dimensional and $H-sw_1$ has zero trace in it.

For $e>w_1$ the lower conduction band near the midpoint is the upper branch with $s=-1$:

$$E_c(x,0)=-w_1+\sqrt{e^2+(w_0-x)^2}.$$

Its derivative at $x=0$ is the slope quoted above. Its minimum along $x$ lies at $x=w_0$, where

$$E_c=e-w_1 .$$

At this point the term $x\sigma_x=-x\tau_x$ cancels the like-sublattice tunnelling $w_0\tau_x$. The upward shift found at the midpoint, $\sqrt{e^2+w_0^2}-e$, is thereby removed completely, and $w_0$ drops out of the energy.

**The direction $y$.** It remains to show that the point is a maximum along $y$. At $x=w_0$, $y=0$ the state $|\psi\rangle$ has $S=-1$ and $\sigma_y\tau_z=+1$. The perturbation $y\sigma_y$ anticommutes with $S$ and commutes with $\sigma_y\tau_z$. It therefore takes $|\psi\rangle$ to the normalized state $|\phi\rangle=\sigma_y|\psi\rangle$ with $S=+1$ and $\sigma_y\tau_z=+1$. There is no first-order shift.

In the sector $S=+1$ at $x=w_0$, the Hamiltonian is $w_1+2w_0\tau_x+e\sigma_y\tau_z$. In a basis of eigenstates of $\sigma_y\tau_z$, with $|\phi\rangle$ first, $\tau_x$ is purely off-diagonal, and the phases can be chosen so that

$$H_+=w_1+\begin{pmatrix}e&2w_0\\2w_0&-e\end{pmatrix}.$$

The second-order shift is $\delta E=y^2\langle\phi|(E_c-H_+)^{-1}|\phi\rangle$. Put $z=E_c-w_1=e-2w_1$. The upper-left element of the inverse matrix is

$$\frac{z+e}{(z-e)(z+e)-4w_0^2}
=\frac{2(e-w_1)}{-4w_1(e-w_1)-4w_0^2},$$

where $z-e=-2w_1$ and $z+e=2(e-w_1)$ were used. Thus

$$\delta E=-\frac{e-w_1}{2\,[\,w_1(e-w_1)+w_0^2\,]}\,y^2 .$$

The second derivatives at the stationary point are

$$E_{xx}=\frac1e=2.05\ \mathrm{eV^{-1}},\qquad
E_{yy}=-\frac{e-w_1}{w_1(e-w_1)+w_0^2}=-7.05\ \mathrm{eV^{-1}} .$$

The mixed derivative vanishes because the band is even in $y$. The curvatures have opposite signs, so this is a saddle. Physically, it is the pass between the two cones: the energy has a maximum there on the way from one Dirac point towards the other, and rises on either side of the pass.

**Why a saddle gives a peak.** Let $\varepsilon$ be the energy measured from the saddle. Rescale the two momentum directions so that $\varepsilon=p^2-q^2$; the area element then acquires the factor $2/\sqrt{E_{xx}|E_{yy}|}$. For $\varepsilon>0$ write $p=\pm\sqrt\varepsilon\cosh\eta$ and $q=\sqrt\varepsilon\sinh\eta$, which gives $dp\,dq=\tfrac12\,d\varepsilon\,d\eta$. If the quadratic form holds up to $|p|=\Lambda$, then $\eta$ runs between $\pm\operatorname{arcosh}(\Lambda/\sqrt\varepsilon)$. The two signs of $p$ together contribute

$$2\operatorname{arcosh}\frac{\Lambda}{\sqrt\varepsilon}\simeq\ln\frac{4\Lambda^2}{\varepsilon}$$

per unit energy. For $\varepsilon<0$ the roles of $p$ and $q$ are exchanged. The density of states therefore diverges as $-\ln|\varepsilon|$ on both sides of the saddle energy.

**The separation.** The relation between $H(\mathbf k)$ and $-H(-\mathbf k)$ places the valence saddle at $x=-w_0$ with energy $-(e-w_1)$. Hence

$$\boxed{\Delta E=2(e-w_1)=\hbar v\,\Delta K-2w_1}$$

and, for the given numbers,

$$\Delta E=0.9778\ \mathrm{eV}-2(0.110\ \mathrm{eV})=0.758\ \mathrm{eV}\approx0.76\ \mathrm{eV}.$$

The saddles lie $w_0/(\hbar v)=0.167\ \mathrm{nm^{-1}}$ from the midpoint, on opposite sides of it. Counting the states of the four-band Hamiltonian in energy bins of 0.005 eV, for energies of magnitude 0.20 to 0.45 eV, puts the two peaks 0.755 eV apart. This agrees with the formula within the bin width.

## A shorter route, and its limits

The same energy follows from two states. At the midpoint the upper-cone states of the layers are $(1,i)/\sqrt2$ and $(1,-i)/\sqrt2$. These spinors are orthogonal, so $w_0$ does not connect them, while $\sigma_x$ has a matrix element of magnitude one. The degenerate level $e$ splits into $e\pm w_1$.

This argument neglects the lower cones and also uses the midpoint. The four-band solution shows that the two simplifications compensate in the saddle energy. Correcting the first but not the second produced 0.782 eV.

If $w_0=0$, the saddle does lie at the midpoint, and $E_{yy}=-1/w_1$. This is the curvature of the ordinary avoided crossing $e-\sqrt{w_1^2+y^2}$. Weaker tunnelling makes the pass sharper and moves the peaks towards $\pm e$.

The formula gives zero separation when $\hbar v\,\Delta K=2w_1$, at $\theta=1.125^\circ$ for these parameters. The formula cannot be relied on at that angle. There $w/(\hbar v\,\Delta K)$ has grown to one half, whereas it is 0.11 at five degrees, and leaving out the other tunnelling processes is no longer justified.

## How good is the estimate?

A larger calculation keeps all three tunnelling processes and lets the electron tunnel repeatedly. With the same straight cones and $w_0=w_1=0.11$ eV, its saddles at five degrees are 0.719 eV apart. The two-cone estimate is too large by 0.039 eV, or about 5% of the larger model's value. The extra processes couple the saddle states to states both above and below them; the net effect on the separation is a reduction.

For weak tunnelling this correction is nearly quadratic: raising $w$ from 0.01 to 0.02 eV at five degrees multiplies it by 3.86, close to four. With $v$ and $w=0.11$ eV held fixed, the twist angle changes the comparison as follows.

| Twist | Two cones (eV) | All three processes (eV) |
|---|---:|---:|
| 3° | 0.367 | 0.318 |
| 5° | 0.758 | 0.719 |
| 10° | 1.734 | 1.710 |

The relative error falls from about 15% at three degrees to about 1.4% at ten. The ten-degree row still assumes straight cones, although its saddles lie well above half an electronvolt, so it tests the treatment of tunnelling and not the band shape.

For a real graphene bilayer the velocity, lattice constant and tunnelling used here are rough typical values. Real layers relax and corrugate, which makes $w_0$ smaller than $w_1$. Taking $w_0=0.08$ eV as a rough value, with $w_1$ fixed, leaves the two-cone result unchanged but raises that of the larger model from 0.719 to 0.735 eV. The independence of $w_0$ thus belongs to the two-cone model. Corrugation can also lower $w_1$, and each 0.01 eV taken from $w_1$ raises the two-cone estimate by 0.02 eV. Returning to $w_0=w_1$ and replacing the straight cones by the nearest-neighbour graphene bands, with the layer rotation included, gives 0.711 eV, a further reduction of 0.008 eV.

The velocity matters more than any of these changes. A value 10% higher, at fixed tunnelling, adds 0.098 eV to the estimate. Electron interactions can alter the velocity, and the model can include them only through the values chosen for $v$ and the tunnelling amplitudes. Strain, a voltage between the layers and the variation of the tunnelling amplitude with momentum are also left out, and their effect has not been sized here. In a tunnelling spectrum taken at 300 K, the thermal smearing has a full width at half maximum of 0.091 eV. This is about one eighth of the estimated separation, so temperature alone would not merge the two peaks. It does round them.

Quoting $0.76$ eV to two figures states the result of the two-cone model. For a real five-degree bilayer, a 10% uncertainty in the velocity alone contributes roughly a tenth of an electronvolt. The other tunnelling processes and the band curvature together lower the value by about 0.05 eV for $w_0=w_1$, and by about 0.03 eV for $w_0=0.08$ eV; the effects left out above come on top of that. The full set of computed values is in the numerical output below.

## Calculated quantities

```
Dirac velocity: 1.00e+06 m/s
tunnelling w0 = w1: 0.110 eV
twist angle: 5.0 degrees
lattice constant: 0.246 nm
hbar times velocity: 0.6582 eV nm
zone-corner distance K: 17.028 1/nm
Dirac-point displacement: 1.4855 1/nm
hbar v DeltaK: 0.9778 eV
bare crossing energy e: 0.4889 eV
saddle energy e - w1: 0.3789 eV
estimated van Hove separation: 0.7578 eV
same separation: 758 meV
saddle shift from midpoint: 0.1671 1/nm
gap at midpoint, not the saddle: 0.7822 eV
curvature E_xx at saddle: 2.046 1/eV
curvature E_yy at saddle: -7.045 1/eV
separation from counted states: 0.755 eV
counting bin width: 0.005 eV
ratio w/(hbar v DeltaK): 0.1125
many-wave separation: 0.7189 eV
many-wave minus estimate: -0.0389 eV
many-wave Dirac velocity / bare: 0.8908
reduced w0, rough value: 0.080 eV
many-wave separation, reduced w0: 0.7352 eV
in-plane hopping set by velocity: 3.090 eV
many-wave, lattice dispersion: 0.7107 eV
lattice-dispersion change: -0.0082 eV
correction ratio on doubling weak w: 3.859
twist 3 deg: estimate 0.3668 eV, many-wave 0.3178 eV
twist 5 deg: estimate 0.7578 eV, many-wave 0.7189 eV
twist 10 deg: estimate 1.7336 eV, many-wave 1.7099 eV
change for 10 percent higher velocity: +0.0978 eV
temperature: 300 K
thermal full width at half maximum: 0.0911 eV
angle where estimate vanishes: 1.125 degrees
```
